# Ion Heating Across a Silicon Wafer and Ion-Enhanced Etching

A silicon wafer lies on a cooled chuck in a plasma etcher. Reactive neutral atoms reach its surface and etch it slowly. When the plasma also drives ions into the surface, the etch rate can rise several-fold. The ions carry energy, and energy ends up as heat. One may therefore suppose that the bombarded face becomes much hotter than the silicon beneath it, and that ordinary thermally activated chemistry does the rest. This supposition can be tested by following the heat.

## A counter-example: 100 eV ions at 1 mA/cm²

Let each ion carry energy \(E=100\) eV and one elementary charge \(e\), and let the ion current density be \(J=1\) mA/cm². The number of ions arriving per unit area and time is

\[
\Gamma=\frac{J}{e}=6.24\times10^{15}\ \text{cm}^{-2}\,\text{s}^{-1}.
\]

Suppose that all their energy becomes heat in the wafer. Reflected ions and ejected atoms would carry some of it away, so this choice favours the heating explanation. With \(E\) in joules the heat flux is \(q=\Gamma E=JE/e\). Since \(E/e\) is 100 V,

\[
q=(10^{-3}\ \text{A/cm}^2)(100\ \text{V})=0.100\ \text{W/cm}^2 .
\]

The wafer has thickness \(L=0.7\) mm and thermal conductivity \(k=1.48\) W/(cm K), a rough value for silicon near 300 K. Let \(z\) run from the front face, \(z=0\), to the back face, \(z=L\). The ions stop within nanometres of the front, so their heat is treated as entering at \(z=0\). In the steady state no heat is stored, and the same flux crosses every plane:

\[
-k\frac{dT}{dz}=q .
\]

The minus sign says that heat flows towards lower temperature. Integrating from front to back gives \(T(0)-T(L)=qL/k\), so

\[
\Delta T=\frac{qL}{k}
=\frac{0.100\times0.070}{1.48}\ \text{K}
=4.73\ \text{mK}.
\]

What would this do to a thermal etch rate? Take

\[
R(T)=A\,e^{-E_a/(k_BT)},
\]

with the prefactor \(A\), which contains the neutral supply, held fixed. For a small temperature difference,

\[
\frac{\Delta R}{R}\simeq\frac{d\ln R}{dT}\,\Delta T
=\frac{E_a}{k_BT^2}\,\Delta T .
\]

At 300 K, a chosen activation energy of 0.1 eV gives a fractional change of \(6.1\times10^{-5}\). Even 2 eV gives only \(1.2\times10^{-3}\). If the apparent activation energy is negative, as when heating drives reactants off the surface, the sign reverses and the size to this order does not. A several-fold enhancement is out of reach.

### How much heat would be needed?

Ask for a tenfold rate at the front, with the back held at \(T_1=300\) K. Setting \(R(T_2)/R(T_1)=M\) and taking logarithms,

\[
\ln M=\frac{E_a}{k_B}\left(\frac1{T_1}-\frac1{T_2}\right)
\quad\Longrightarrow\quad
\frac1{T_2}=\frac1{T_1}-\frac{k_B\ln M}{E_a}.
\]

The right side must be positive, which requires \(E_a>k_BT_1\ln M\). For \(M=10\) this threshold is 0.0595 eV; below it, no temperature gives the tenfold gain. For \(E_a=0.1\) eV the front must reach \(T_2=741\) K.

Over so wide a range the fall of \(k\) with temperature matters. Multiplying \(-k(T)\,dT/dz=q\) by \(dz\) and integrating gives

\[
q_{\rm need}=\frac1L\int_{T_1}^{T_2}k(T)\,dT .
\]

With the rough law \(k(T)=1.48\,(T/300\ \text{K})^{-1.3}\) W/(cm K), the result is about 5000 W/cm². That is some 50,000 times the heat brought by the ions.

## The general statement

The example rests on a bound that also covers the warming period.

**Statement.** A flat wafer with constant \(k\), density \(\rho\) and specific heat \(c\) starts at the coolant temperature. From \(t=0\) its front receives a constant, uniform flux \(q\), and its back loses heat at a rate \(h>0\) times its temperature above the coolant. Then at every later time

\[
0\le \Delta T(t)\le\frac{qL}{k},
\]

and the upper value is approached in the steady state. For a thermal rate with a fixed prefactor and \(E_a>0\), the front and back temperatures \(T_f\) and \(T_b\), now absolute, give

\[
0\le\ln\frac{R(T_f)}{R(T_b)}\le\frac{E_a}{k_BT_b^2}\,\frac{qL}{k}.
\]

**Proof.** Let \(\theta(z,t)\) be the temperature above the coolant. It starts at zero and is driven only by heating, so it never becomes negative: a cold spot could not form without a heat sink colder than the coolant.

Next compare the wafer with itself a time \(s\) later, through \(w(z,t)=\theta(z,t+s)-\theta(z,t)\). The constant flux \(q\) cancels in this difference. Thus \(w\) obeys the heat equation with an insulated front and the same cooling law at the back. Its initial value is \(\theta(z,s)\ge0\), so by the same reasoning \(w\ge0\). Since \(s\) is arbitrary, the temperature at each depth never falls: \(\partial\theta/\partial t\ge0\).

Energy balance for the layer between the front and depth \(z\) gives the heat flux \(F\) that leaves it:

\[
F(z,t)=q-\int_0^z\rho c\,\frac{\partial\theta}{\partial t}\,dz'\le q .
\]

The flux is also non-negative. It decreases with depth, because each layer stores heat, and at the back it equals \(h\theta(L,t)\ge0\). Since \(F=-k\,\partial\theta/\partial z\),

\[
\Delta T(t)=\frac1k\int_0^L F(z,t)\,dz ,
\]

which lies between zero and \(qL/k\). When storage ends, \(F=q\) at every depth and the upper value is reached.

For the rates,

\[
\ln\frac{R(T_f)}{R(T_b)}
=\frac{E_a}{k_B}\left(\frac1{T_b}-\frac1{T_f}\right)
=\frac{E_a}{k_B}\,\frac{T_f-T_b}{T_fT_b}.
\]

Because \(T_f\ge T_b\), replacing \(T_f\) by \(T_b\) in the denominator can only increase the expression. Inserting the bound on \(T_f-T_b\) completes the proof.

### The warming period

For a thin wafer the approach to the bound has a simple form. Two conditions are needed: \(hL/k\ll1\), so that the wafer is nearly uniform compared with its rise above the coolant, and a time well past the initial spreading of heat through the thickness. With \(D=k/(\rho c)\), the scale of that spreading time is \(L^2/D=5.5\) ms.

Let \(\theta_w\) be the nearly uniform rise. Energy balance per unit area reads

\[
\rho cL\,\frac{d\theta_w}{dt}=q-h\theta_w,
\qquad
\theta_w=\frac qh\left(1-e^{-t/\tau}\right),
\qquad
\tau=\frac{\rho cL}{h}.
\]

The flux leaving the back is \(h\theta_w=q(1-e^{-t/\tau})\). Storage is nearly uniform in depth, so the flux falls linearly from \(q\) at the front to this value at the back. Its average is half their sum, and

\[
\Delta T(t)\simeq\frac{L}{k}\,\frac{q+q(1-e^{-t/\tau})}{2}
=\frac{qL}{k}\left(1-\tfrac12e^{-t/\tau}\right).
\]

Early in this regime half the steady difference is present, because heat is being stored along the way. With \(\rho=2.33\) g/cm³, \(c=0.71\) J/(g K) and \(h=0.05\) W/(cm² K), a rough value for a helium-cooled chuck, \(hL/k\) is about 0.002 and \(\tau=2.32\) s. A numerical solution of the heat equation gives 2.41 mK at 0.05 s, 3.73 mK at 2 s and 4.73 mK at 20 s, in agreement with the formula.

## What the bound does not say

### The whole wafer can still become warm

The difference across the wafer and the rise of the wafer are separate quantities. In the steady state the back sits above the coolant by

\[
\frac qh=\frac{0.100}{0.050}\ \text{K}=2.00\ \text{K},
\]

over 400 times \(\Delta T\). With the coolant at 300 K and \(E_a=0.1\) eV, this raises a thermal rate by 2.6 %. The gain grows with the activation energy: 14 % at 0.5 eV and a factor of 1.7 at 2 eV.

Now remove the chuck contact and let the wafer cool by radiation alone. Let both faces have emissivity \(\varepsilon=0.6\) and face surroundings at \(T_0=300\) K. Neglecting the millikelvin difference between the faces,

\[
2\varepsilon\sigma\,(T^4-T_0^4)=q
\quad\Longrightarrow\quad
T=\left(T_0^4+\frac{q}{2\varepsilon\sigma}\right)^{1/4}=388.6\ \text{K}.
\]

The wafer warms by 89 K, and the same thermal rate grows by a factor of 2.4. Yet the difference between its faces is only 3.3 mK. Half the heat leaves from the front and never crosses the wafer, while the conductivity is lower at the higher temperature. The emissivity here is a chosen value. Lightly doped silicon near this temperature can radiate less; with \(\varepsilon=0.2\) the wafer would reach 478 K and the rate would grow by a factor of 4.2.

A poorly cooled wafer can therefore show a real thermal change of rate when the ions are switched on. To isolate ion enhancement, the rates with and without ions must be compared at the same wafer temperature and neutral supply. Holding the chuck temperature fixed is not enough if the thermal contact is poor.

### Steady heating does not distinguish a trench floor from its wall

Directional etching supplies a second argument, which does not depend on how warm the whole wafer is. Consider parallel trenches 500 nm deep and 100 nm wide, separated by ridges of equal width. Ions arrive vertically, so the ridge tops and the floors receive \(q\), and the walls receive none. Let \(y\) be the height above a deep plane at temperature \(T_p\), and try

\[
T=T_p+\frac{q}{k}\,y .
\]

This satisfies the steady heat equation, since its second derivatives vanish. On a vertical wall the temperature does not change along the normal, so no heat crosses. On each horizontal surface the inward flux is \(k\,\partial T/\partial y=q\), as required. It is therefore the solution.

The top of the wall is *warmer* than the floor, by \(q/k\) times the depth, or 3.4 μK. If the ridge tops receive no heat, a numerical solution makes the centre of the floor warmer than the top of the wall by about 0.2 μK. Neither difference could make the floor etch appreciably faster than the wall.

Fourier's law is doubtful at this scale, because the vibrations that carry heat in silicon can travel farther than the width of a ridge between collisions. Cutting \(k\) tenfold, as an illustration, raises the first difference to 34 μK, which changes nothing in the argument.

### A single impact is not an average

The flux \(q\) is made of separate impacts. Does smoothing them hide a large mean surface temperature? For times short enough that heat has not reached the back, treat the wafer as a half-space. An energy \(E\) released at a surface point produces, after a time \(t'\) and at a distance \(r\) along the surface, the rise

\[
\frac{2E}{\rho c(4\pi Dt')^{3/2}}\,e^{-r^2/(4Dt')} .
\]

The factor 2 appears because heat spreads into only half of space. To add impacts over the whole surface, integrate over rings of area \(2\pi r\,dr\):

\[
\int_0^\infty e^{-r^2/(4Dt')}\,2\pi r\,dr=4\pi Dt' .
\]

Multiplying by the arrival rate \(\Gamma\) and integrating over the ages of the impacts,

\[
\overline{\theta}(0,t)=\int_0^t\frac{2\Gamma E}{\rho c\sqrt{4\pi Dt'}}\,dt'
=\frac{2q}{\rho c}\sqrt{\frac{t}{\pi D}}
=2q\sqrt{\frac{t}{\pi k\rho c}} .
\]

The last step uses \(\rho c\sqrt D=\sqrt{k\rho c}\). This is the surface rise under a uniform flux \(q\), equal to 0.72 mK after 0.1 ms. Discreteness leaves the mean temperature unchanged.

It need not leave the chemistry unchanged, because a reaction rate is not linear in temperature. If the activation energy is high enough, the mean of \(R(T)\) over brief, strong disturbances can differ greatly from \(R\) at the mean temperature. If the 100 eV of one ion were shared within a hemisphere of radius 1 nm, about 105 atoms would receive 0.96 eV each. For a radius of 2 nm, about 840 atoms would receive 0.12 eV each. At \(3k_B\) of heat capacity per atom these shares correspond to rises of about 3700 K and 460 K. They measure energy only, since so few atoms over so short a time need not have a temperature.

Such disturbances are rare at any one place. The mean time between hits within 2 nm of a given point is

\[
\frac{1}{\Gamma\pi(2\ \text{nm})^2}=1.27\ \text{ms}.
\]

If each disturbance lasts 10 ps, an assumed round figure, the site is disturbed for about \(8\times10^{-9}\) of the time. For the thermal rate with \(E_a=0.1\) eV and a fixed prefactor, this is too little: however hot the site becomes, its rate rises at most 48-fold above the value at 300 K, which adds less than one part in a million to the mean. If the rises above are treated as real temperatures lasting 10 ps, doubling the mean rate takes an activation energy of about 0.6 eV for the 1 nm region, which is disturbed for \(2\times10^{-9}\) of the time, and 0.8 eV for the 2 nm region. The assumed life is generous. If the heat is instead allowed to diffuse away from the same peak rises, with a diffusivity as low as 0.01 cm²/s, the peak halves in less than 1 ps and the thresholds move to about 0.7 eV and 1.1 eV.

For processes that do not follow this thermal rate, the small fraction is no objection to a large effect. The ion-assisted yield counts atoms removed per ion, and one atom released per impact already gives a yield of one. At this flux that means an etch rate of 75 nm/min.

For the wafer, trenches and heat fluxes considered here, the heat balance thus excludes a steady hot surface layer as the cause. It leaves open local processes such as direct momentum transfer, bond breaking, mixing of reactants into the surface and ejection of weakly bound products. It does not determine their shares.

## The numbers beside a real etcher

An ion energy of 100 eV and a current of 1 mA/cm² are reasonable for a high-density plasma etcher, and 0.7 mm is close to the thickness of a full-size wafer. Real wafers also receive heat that the model omits. Rough allowances of 16 eV per ion for neutralization, 6 eV for electrons and 12 eV for surface reaction raise \(\Delta T\) to 6.3 mK. The last figure is for one silicon atom removed per ion as SiCl₄ by chlorine atoms; forming SiF₄ from fluorine atoms releases about 20 eV. Plasma radiation and hot gas would add more. Taken separately, the lower conductivity at 400 K gives 6.9 mK. A film 1 μm thick adds its own drop, about 5 mK for resist and 0.7 mK for oxide. The motion of the etched surface is negligible: at a yield of one, its speed \(v\) gives \(vL/D\approx10^{-8}\).

The assumption that fails most visibly is uniform flux. In a one-dimensional model of a 300 mm wafer, a 10 % tilt in ion flux from edge to edge produces a lateral difference of 0.18 K with the chuck coefficient used here. That is nearly 40 times the difference through the thickness, though still far too small for a several-fold change in rate at the activation energies considered. With the chuck cooling used here, ion energies of 1 keV at the same current would multiply the ion-heating difference through the wafer by about ten, to tens of millikelvin. For a wafer cooled by radiation alone the factor would be nearer twenty, because the hotter silicon conducts less well. Whole-wafer heating would grow as well. At 1 keV, or at 100 eV with the 10 mA/cm² that dense plasmas can deliver, the chuck-cooled wafer would rise by about 20 K. That multiplies a thermal rate by 1.3 at 0.1 eV, by 3.4 at 0.5 eV and by more than 100 at 2 eV, so the wafer temperature itself must then be controlled before any enhancement is assigned to the ions.

## Table of computed values

```
ion energy 100 eV, current 1.0 mA/cm2
thickness 0.70 mm, start temperature 300 K
k 1.48 W/(cm K), rho 2.33 g/cm3, c 0.71 J/(g K)
chuck coefficient h 0.050 W/(cm2 K)
ion flux 6.242e+15 per cm2 s
heat flux q 0.100 W/cm2
diffusivity D 0.895 cm2/s
front-back difference, formula 4.730 mK
front-back difference, numerical 4.730 mK
back face above coolant 2.000 K
diffusion time L^2/D 5.48 ms
warming time tau 2.32 s
difference at 0.05 s: 2.414 mK
difference at 2.00 s: 3.731 mK
difference at 20.00 s: 4.729 mK
surface rise at 0.1 ms, impacts 0.7211 mK
surface rise, uniform flux 0.7211 mK
rate change from difference, Ea 0.1 eV: 6.10e-05
rate change from difference, Ea 2.0 eV: 1.22e-03
least Ea for gain 10: 0.0595 eV
temperature for gain 10, Ea 0.1 eV: 741 K
flux to hold that difference 5025 W/cm2
that flux over ion heat flux 5.02e+04
rate gain from chuck-cooled wafer rise 1.0260
radiation only, emissivity 0.6: 388.6 K
radiation only, rise 88.6 K
radiation only, front-back 3.31 mK
radiation only, rate gain 2.41
trench depth 500 nm, width 100 nm
wall top minus floor 3.38 uK
floor minus wall, unheated ridge 0.218 uK
wall top minus floor, k/10: 33.8 uK
difference with k at 400 K 6.87 mK
extra heat, neutralization: 16 eV per ion (rough)
extra heat, electrons: 6 eV per ion (rough)
extra heat, reaction: 12 eV per ion (rough)
difference with extra heat 6.34 mK
film thickness 1.0 um
resist: k 0.002 W/(cm K), drop 5.00 mK
oxide: k 0.014 W/(cm K), drop 0.71 mK
lateral difference, 10 % flux tilt 0.181 K
etch rate at yield 1: 75.0 nm/min
surface motion number v*L/D 9.8e-09
radius 1 nm: 105 atoms, 0.956 eV/atom
  equivalent rise at 3 kB per atom 3697 K
radius 2 nm: 837 atoms, 0.119 eV/atom
  equivalent rise at 3 kB per atom 462 K
time between hits within 2 nm 1.27 ms
disturbed time fraction, 10 ps life 7.8e-09
```
